# The cylindrically truncated Coulomb kernel for wires and its logarithmic divergence, part 1

(Sections cited here and not found follow in the later parts.)

A zigzag chain with one Gaussian charge $+1$ and one Gaussian charge $-1$ in each period of 6 bohr has an electrostatic energy of 0.480276513 hartree per cell when the Coulomb interactions are summed directly along the chain. A plane-wave sum with the cylindrically truncated kernel gives the same nine digits. That kernel contains an arbitrary length $\rho_0$, and the nine digits are unchanged when $\rho_0$ is set to 1, 10 or 1000 bohr, although the kernel itself changes greatly: its element at $G=0$ is $-1132.6$ bohr$^2$ for $\rho_0=1$ bohr and $+314.2$ bohr$^2$ for $\rho_0=10$ bohr, and the other elements with $G_z=0$ change as well, some upward and some downward. Neutrality cannot be the whole explanation. The same neutral chain, with the same cutoff radius, in a lateral cell of 12 bohr instead of 20 bohr has an energy that shifts by $-0.1406$ hartree each time $\rho_0$ is multiplied by $e$.

## Setting and conventions

Hartree atomic units are used: a unit charge produces the potential $1/r$, lengths are in bohr and energies in hartree. The wire runs along $z$ with period $a$. A plane-wave basis repeats it laterally as well, here on a square lattice of side $L$ with lattice vectors $\mathbf T$, so the cell volume is $\Omega=aL^2$. A position is $\mathbf r=(\boldsymbol\rho,z)$ with $\rho=|\boldsymbol\rho|$, and a wave vector is $\mathbf G=(\mathbf p,G_z)$ with $p=|\mathbf p|$, $k=|G_z|$ and $G^2=p^2+k^2$.

The lateral images are removed by switching the interaction off when the lateral separation of two points exceeds a radius $R$, at any axial separation. The kernel is the Fourier transform of that interaction:

$$v(\mathbf G)=\int d^3r\;e^{-i\mathbf G\cdot\mathbf r}\,\frac{\theta(R-\rho)}{\sqrt{\rho^2+z^2}}. \tag{1}$$

Let $n(\mathbf r)$ be the charge assigned to one cell and $n(\mathbf G)=\int d^3r\,e^{-i\mathbf G\cdot\mathbf r}n(\mathbf r)$. The periodically repeated charge has Fourier coefficients $n(\mathbf G)/\Omega$ on the reciprocal lattice. Convolution with the interaction multiplies each coefficient by $v(\mathbf G)$, and the energy per cell is half the integral of $n$ against the potential:

$$V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}v(\mathbf G)\,n(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad E=\frac1{2\Omega}\sum_{\mathbf G}v(\mathbf G)\,|n(\mathbf G)|^2. \tag{2}$$

The charge density is treated as given. All statements concern the classical electrostatic energy and potential of that density.

## The Bessel functions needed

The four functions are defined by

$$J_n(x)=\frac1\pi\int_0^\pi\cos(n\vartheta-x\sin\vartheta)\,d\vartheta,\qquad K_n(x)=\int_0^\infty e^{-x\cosh u}\cosh(nu)\,du\quad(x>0).$$

In $J_1$ the cosine expands into $\cos\vartheta\cos(x\sin\vartheta)+\sin\vartheta\sin(x\sin\vartheta)$. The first product is odd about $\vartheta=\pi/2$ and integrates to zero, so $J_1=\frac1\pi\int_0^\pi\sin\vartheta\sin(x\sin\vartheta)\,d\vartheta$, which is minus the derivative of $J_0$. Integrating this form by parts, with $\sin\vartheta=-(\cos\vartheta)'$ and a boundary term that vanishes because $\sin(x\sin\vartheta)=0$ at both ends, gives $J_1=\frac x\pi\int_0^\pi\cos^2\vartheta\cos(x\sin\vartheta)\,d\vartheta$. Differentiating the form instead gives $xJ_1'=\frac x\pi\int_0^\pi\sin^2\vartheta\cos(x\sin\vartheta)\,d\vartheta$. The sum of the two is $xJ_0$.

For the $K$ functions, differentiation under the integral gives $K_0'=-K_1$ and $xK_1'=-x\int_0^\infty\cosh^2u\,e^{-x\cosh u}du$. Integration by parts with $\cosh u=(\sinh u)'$ gives $K_1=x\int_0^\infty\sinh^2u\,e^{-x\cosh u}du$. Since $\sinh^2u-\cosh^2u=-1$, the sum is $-xK_0$. Together,

$$J_0'=-J_1,\quad (xJ_1)'=xJ_0,\quad K_0'=-K_1,\quad (xK_1)'=-xK_0. \tag{3}$$

From $J_0(0)=1$ and (3), $xJ_1=x^2/2+O(x^4)$ and $J_0=1-x^2/4+O(x^4)$.

For small argument, write $\cosh u=\sinh u+e^{-u}$ in the prefactor of $K_1$. The first piece gives $x\int_0^\infty\sinh u\,e^{-x\cosh u}du=e^{-x}$, and the second lies between 0 and $x\int_0^\infty e^{-u}du=x$. Hence $xK_1(x)\to1$ as $x\to0$. In $K_0$ substitute $t=(x/2)e^u$, so that $x\cosh u=t+x^2/4t$ and $du=dt/t$:

$$K_0(x)=\int_{x/2}^\infty\frac{dt}{t}\,e^{-t}e^{-x^2/4t}.$$

Replacing the last factor by 1 changes the integral by at most $\int_{x/2}^\infty (x^2/4t^2)\,dt=x/2$. The remaining integral is, by parts, $-e^{-x/2}\ln(x/2)+\int_{x/2}^\infty e^{-t}\ln t\,dt$, and $\int_0^\infty e^{-t}\ln t\,dt=\Gamma'(1)=-\gamma$ with $\gamma$ Euler's constant. So $K_0=-\ell(x)+o(1)$ with $\ell(x)=\ln(x/2)+\gamma$. The next order follows from (3). Integrating the last identity from 0 gives $xK_1=1-\int_0^x tK_0\,dt$. With $K_0\approx-\ell$ and $\int_0^x t\,\ell\,dt=x^2\ell/2-x^2/4$, this is $xK_1\approx1+x^2\ell/2-x^2/4$. Then $K_0'=-K_1\approx-1/x-x\ell/2+x/4$, and integrating the last two terms from 0 gives $-x^2\ell/4+x^2/8+x^2/8$. One pass of this loop shows that $K_0+\ell=O(x^2\ln x)$, and feeding that back fixes the error of the result:

$$K_0(x)=-\ell(x)\Big(1+\frac{x^2}4\Big)+\frac{x^2}4+O(x^4\ln x). \tag{4}$$

For large $x$ the $K$ integrals are dominated by small $u$, where $\cosh u\approx1+u^2/2$, so $K_{0,1}(x)\approx\sqrt{\pi/2x}\,e^{-x}$ at leading order. The $J$ integrals are dominated by the stationary point $\vartheta=\pi/2$, of width $x^{-1/2}$, so they oscillate with an amplitude that falls as $x^{-1/2}$.

One angular integral is used in both derivations. With $\varphi$ measured from $\mathbf p$, the sine part of $e^{-ip\rho\cos\varphi}$ is odd under $\varphi\to\pi-\varphi$ and drops out, and a shift of $\varphi$ by $\pi/2$ turns the cosine part into the definition of $J_0$ taken over two half periods:

$$\int_0^{2\pi}e^{-ip\rho\cos\varphi}\,d\varphi=2\pi J_0(p\rho). \tag{5}$$

## First derivation: three integrations

### The axial integral

Define $A_k(\rho)=\int_{-\infty}^\infty e^{-iG_zz}f\,dz=2\int_0^\infty\cos(kz)f\,dz$ with $f=(\rho^2+z^2)^{-1/2}$. Because $f$ falls only as $1/|z|$, the integral is not absolutely convergent. For $k>0$ one integration by parts gives $A_k=-(2/k)\int_0^\infty\sin(kz)\,\partial_zf\,dz$, which converges absolutely because $\partial_zf\sim z^{-2}$; the boundary term vanishes at 0 through the sine and at infinity through $f$. As $f$ is monotonic, this also yields the bound $|A_k|\le 2f(0)/k=2/(k\rho)$.

To evaluate $A_k$, insert a factor $e^{-\epsilon z^2}$. The same integration by parts produces $\partial_z(fe^{-\epsilon z^2})=e^{-\epsilon z^2}\partial_zf-2\epsilon zfe^{-\epsilon z^2}$. The first term converges to the undamped one by dominated convergence. The second has $zf\le1$, so its integral is at most $2\epsilon\int_0^\infty e^{-\epsilon z^2}dz=\sqrt{\pi\epsilon}\to0$. The damped integral therefore tends to $A_k$. In it, use $1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt$. The double integral converges absolutely, so the $z$ integral may be done first, $\int e^{-iG_zz-sz^2}dz=\sqrt{\pi/s}\,e^{-k^2/4s}$ with $s=t^2+\epsilon$:

$$A_k=\lim_{\epsilon\to0}\,2\int_0^\infty dt\;e^{-t^2\rho^2}\,s^{-1/2}e^{-k^2/4s}=2\int_0^\infty\frac{dt}t\,e^{-t^2\rho^2-k^2/4t^2}.$$

The limit passes inside because $s^{-1/2}e^{-k^2/4s}$ is bounded over all $s>0$ when $k>0$. For $k=0$ it is unbounded, and the integral $\int dt/t$ diverges at small $t$, which corresponds to long distances. The substitution $t^2=(k/2\rho)e^u$ gives $t^2\rho^2+k^2/4t^2=k\rho\cosh u$ and $dt/t=du/2$, so

$$A_k(\rho)=\int_{-\infty}^\infty e^{-k\rho\cosh u}\,du=2K_0(k\rho). \tag{6}$$

### The angular and radial integrals

The cutoff and $A_k$ do not depend on $\varphi$, so (5) applies and

$$v=4\pi\int_0^R\rho\,J_0(p\rho)K_0(k\rho)\,d\rho. \tag{7}$$

The logarithm of $K_0$ at $\rho=0$ is harmless against the factor $\rho$. An antiderivative is $W(\rho)=p\rho J_1(p\rho)K_0(k\rho)-k\rho K_1(k\rho)J_0(p\rho)$. By (3), $\frac d{d\rho}[p\rho J_1(p\rho)]=p^2\rho J_0$, $\frac d{d\rho}K_0(k\rho)=-kK_1$, $\frac d{d\rho}[k\rho K_1(k\rho)]=-k^2\rho K_0$ and $\frac d{d\rho}J_0(p\rho)=-pJ_1$. Therefore

$$W'=p^2\rho J_0K_0-pk\rho J_1K_1+k^2\rho K_0J_0+kp\rho K_1J_1=(p^2+k^2)\,\rho J_0K_0 .$$

At the lower limit $p\rho J_1K_0\sim\rho^2\ln\rho\to0$ and $k\rho K_1J_0\to1$, so $W(0)=-1$. The integral in (7) is $[W(R)+1]/G^2$:

$$v(p,k)=\frac{4\pi}{p^2+k^2}\Big[1+pR\,J_1(pR)K_0(kR)-kR\,J_0(pR)K_1(kR)\Big],\qquad k>0. \tag{8}$$

As $R\to\infty$ at fixed $k>0$, $W(R)\to0$ exponentially and the bare kernel $4\pi/G^2$ is recovered. The deficit $4\pi/G^2-v=-4\pi W(R)/G^2$ is then the missing tail $4\pi\int_R^\infty\rho J_0K_0\,d\rho$, which the program confirms by quadrature. With $R=10$ and $p=0.5$ bohr$^{-1}$, at $k=0.2$ bohr$^{-1}$ ($kR=2$) the kernel is 37.4016 against the bare 43.3323 bohr$^2$, a deficit of 5.9308, or 14% of the bare value. At $k=2\pi/6=1.0472$ bohr$^{-1}$, the smallest nonzero $k$ of a chain with $a=6$, the deficit is $-3.12\times10^{-5}$ out of 9.3318 bohr$^2$, or $-3.3\times10^{-6}$ of the bare value. The sign is set by the balance of the two terms in $-W(R)=kR\,J_0K_1-pR\,J_1K_0$. At $pR=5$, with $J_0=-0.178$ and $J_1=-0.328$, the first term is negative and the second positive. At $kR=10.47$ the first prevails, since $10.47\times0.178>5\times0.328$ and $K_1>K_0$, while at $kR=2$ the second does. For a wire with $2\pi R/a\gg1$ the truncation thus acts almost entirely on the plane $k=0$.

On the axis $p=0$, (8) is $(4\pi/k^2)[1-kRK_1(kR)]$. For $kR\gg1$ this is the three-dimensional $4\pi/k^2$. For $kR\ll1$ the expansion of $xK_1$ above gives $\pi R^2[1-2\ell(kR)]$, a logarithm in place of the inverse square.

### The limit $k\to0$

Introduce an arbitrary length $\rho_0$ to split the logarithm, $\ell(k\rho)=\ln(\rho/\rho_0)-C$ with

$$C=-\ln(k\rho_0/2)-\gamma .$$

Insert (4) in (7). The constant $C$ multiplies $4\pi\int_0^R\rho J_0\,d\rho=2D(p)$, where $D$ is the two-dimensional Fourier transform of the disc $\theta(R-\rho)$. By (5) and $(xJ_1)'=xJ_0$,

$$D(p)=2\pi\int_0^R\rho J_0(p\rho)\,d\rho=\frac{2\pi R\,J_1(pR)}p,\qquad D(0)=\pi R^2. \tag{9}$$

The $k$-independent part is $v_0=-4\pi\int_0^R\rho J_0\ln(\rho/\rho_0)\,d\rho$. Integrate by parts with $\rho J_0(p\rho)=\frac d{d\rho}[\rho J_1(p\rho)/p]$. The boundary term is $RJ_1(pR)\ln(R/\rho_0)/p$, the lower end giving zero, and the remaining integral is $-\frac1p\int_0^RJ_1(p\rho)\,d\rho=-[1-J_0(pR)]/p^2$ by $J_0'=-J_1$. Multiplying by $-4\pi$,

$$v_0(p;\rho_0)=\frac{4\pi}{p^2}\Big[1-J_0(pR)-pR\,J_1(pR)\ln\frac R{\rho_0}\Big]. \tag{10}$$

At $p=0$ the integral is elementary, $\int_0^R\rho\ln(\rho/\rho_0)\,d\rho=\frac{R^2}2\ln(R/\rho_0)-\frac{R^2}4$, so

$$v_0(0;\rho_0)=-\pi R^2\Big[2\ln\frac R{\rho_0}-1\Big]. \tag{11}$$

The $x^2/4$ terms of (4) give the leading remainder, and altogether

$$v(p,k)=v_0(p;\rho_0)+2C\,D(p)+\pi k^2\!\int_0^R\!\rho^3J_0(p\rho)\Big[1-\gamma-\ln\frac{k\rho}2\Big]d\rho+O(k^4\ln k). \tag{12}$$

The divergence as $k\to0$ is $2CD(p)$. It is present at every $p$ where $D(p)\ne0$, that is at $p=0$ and at every $p>0$ with $J_1(pR)\ne0$. It therefore occupies the plane $G_z=0$, apart from the circles on which $J_1(pR)$ vanishes and the kernel stays finite, and is not confined to $G=0$. Comparing (10) with (9) shows that a change of $\rho_0$ has exactly the shape of the divergent term:

$$v_0(p;\rho_0)=v_0(p;\rho_0')+2D(p)\ln\frac{\rho_0}{\rho_0'}. \tag{13}$$

Dropping the infinite constant and choosing $\rho_0$ are therefore the same act, and "the divergence cancels" has the precise meaning that the result does not depend on $\rho_0$.

For $R=10$, $k=10^{-3}$ bohr$^{-1}$ and $\rho_0=1$ bohr, $C=7.023687$. At $p=0$, $v_0=-1132.598$ and $2CD=14.047374\times314.15927=4413.113$, with sum 3280.515; formula (8) gives 3280.562, and the difference 0.0469 bohr$^2$ matches the $k^2$ term of (12). At $p=0.5$ bohr$^{-1}$, $D=-41.16481$, so $2CD=-578.257$ and $v_0+2CD=248.763-578.257=-329.494$, against $-329.507$ from (8); the difference $-0.0128$ bohr$^2$ again matches. The program asserts agreement of each remainder with its prediction to $10^{-3}$ of the prediction. Because $D<0$ at this $p$, the kernel there diverges to $-\infty$, while at $p=0$ it diverges to $+\infty$.

## Second derivation: Green's identity on a finite cylinder

This route uses two differential facts: $f=1/r$ obeys $\nabla^2f=0$ away from the origin, and $g=e^{-i\mathbf G\cdot\mathbf r}$ obeys $\nabla^2g=-G^2g$. Let $U$ be the cylinder $\rho<R$, $|z|<Z$ with a ball of radius $\eta$ around the origin removed, and let $v_Z$ be the limit $\eta\to0$ of $\int_Ufg\,d^3r$, the transform of the interaction cut at finite length. It is an ordinary integral of an integrable function for every $\mathbf G$. Green's second identity, with $\partial_n$ the outward normal derivative, reads

$$-G^2\int_Ufg\,d^3r=\int_U(f\nabla^2g-g\nabla^2f)\,d^3r=\oint_{\partial U}(f\,\partial_ng-g\,\partial_nf)\,dS .$$

The boundary has three parts.

On the small sphere the outward normal of $U$ points toward the origin, so $\partial_nf=-\partial_r(1/r)=1/\eta^2$. The term $-g\,\partial_nf$ integrates to $-4\pi$ as $\eta\to0$, where $g\to1$, and the term $f\partial_ng$ is bounded by $4\pi\eta^2G/\eta\to0$.

On the side wall $\partial_n=\partial_\rho$ and $dS=R\,d\varphi\,dz$. The angular integral of the lateral factor of $g$ is $2\pi J_0(p\rho)$ by (5), and that of its $\rho$ derivative is $-2\pi pJ_1(p\rho)$. With $A_{k,Z}(\rho)=\int_{-Z}^Ze^{-iG_zz}f\,dz$, the wall contributes

$$S_{\rm wall}=2\pi R\big[-pJ_1(pR)\,A_{k,Z}(R)-J_0(pR)\,A_{k,Z}'(R)\big].$$

On the two end caps $|f\partial_ng|\le k/Z$ and $|g\,\partial_nf|=Z(\rho^2+Z^2)^{-3/2}\le1/Z^2$, so $|S_{\rm caps}|\le2\pi R^2(k/Z+1/Z^2)$, which vanishes as $Z\to\infty$ for every $k$, zero included.

Collecting, $-G^2v_Z=-4\pi+S_{\rm wall}+S_{\rm caps}$, and for $G\ne0$

$$v_Z=\frac{4\pi}{G^2}\Big[1+\frac R2\,pJ_1(pR)A_{k,Z}(R)+\frac R2\,J_0(pR)A'_{k,Z}(R)\Big]-\frac{S_{\rm caps}}{G^2}. \tag{14}$$

No radial integral has been done. The kernel is fixed by the value and slope of the axial transform on the wall alone.

The first derivation has given the kernel (8) for $k>0$ and its logarithmic divergence as $k\to0$, and Green's identity has reduced the kernel to the value and slope of the axial transform on the wall. It remains to find these wall data, and to establish when the divergence cancels and whether the resulting energy is that of the isolated wire.

Numbers in the example were calculated in double precision.
